# Zero-Energy Edge Band of Zigzag Phosphorene in the Two-Hopping Model

A zigzag phosphorene ribbon 10.05 nm wide, described by two hopping energies, has a bulk gap of 2.60 eV. Yet numerical diagonalization at 72 evenly spaced wave numbers across the Brillouin zone finds, at every one of them, two levels within $5\times10^{-9}$ eV of the middle of that gap. One ratio of hoppings explains the presence of these levels at every wave number. The same ratio, with the number of chains, explains their tiny distance from zero.

## Model and assumptions

Phosphorene is a puckered sheet of zigzag chains, with neighbouring chains at alternating heights. Number the chains $n=1,2,\dots$ inward from the edge. Chain $n$ carries two kinds of atom, $A_n$ and $B_n$, which alternate along it with period $a$. The assumptions are these.

1. There is one orbital per atom, all site energies are zero, and electrons do not interact. Spin only doubles every level.
2. Each $A_n$ is joined to two atoms $B_n$, displaced by $\pm a/2$ along the edge, by the in-chain hopping $t_1$.
3. Each $B_n$ is joined to one $A_{n+1}$, with no displacement along the edge, by the interchain hopping $t_2$.
4. The hoppings are real and nonzero, and enter the Hamiltonian with a plus sign, $H=\sum t\,c^\dagger c$.
5. The edge cuts only $t_2$ bonds. Thus $A_1$ keeps both its $t_1$ bonds and lacks its $t_2$ bond.

The algebra uses atomic units, so $\hbar=1$.

The sheet is periodic along the edge coordinate $x$, so the amplitude on an atom can be written $a_ne^{ikx}$ on $A_n$ and $b_ne^{ikx}$ on $B_n$, with $-\pi/a\le k<\pi/a$. The two in-chain bonds contribute
$$t_1\left(e^{ika/2}+e^{-ika/2}\right)=2t_1\cos(ka/2)\equiv g(k).$$
The $t_2$ bond has no phase, because it has no displacement along $x$. Heights do not enter the phases. The Schrödinger equation becomes
$$E a_n=g\,b_n+t_2\,b_{n-1},\qquad E b_n=g\,a_n+t_2\,a_{n+1},\tag{1}$$
with $b_0=0$ expressing the cut. At each $k$ the sheet is a chain with alternating bonds $g$ and $t_2$. Define
$$s=-\frac{g}{t_2},\qquad r=|s|=\left|\frac{2t_1\cos(ka/2)}{t_2}\right|.$$

**Lemma 1 (bulk gap).** Far from edges, $E^2=g^2+t_2^2+2gt_2\cos q$, and so $|E|\ge\big||t_2|-|g|\big|$.

*Proof.* Insert $a_n=\alpha e^{iqn}$ and $b_n=\beta e^{iqn}$ in (1):
$$E\alpha=(g+t_2e^{-iq})\beta,\qquad E\beta=(g+t_2e^{iq})\alpha.$$
Multiplying the first equation by $E$ and using the second gives $E^2=|g+t_2e^{iq}|^2$, which is the stated expression. Its minimum over $q$ is $(|g|-|t_2|)^2$. ∎

If $|t_2|>2|t_1|$, the smallest value over $k$ occurs at $k=0$, and the full gap is $2(|t_2|-2|t_1|)$. For the example, $2(3.70-2.40)=2.60$ eV.

## The theorem

**Theorem.** For a semi-infinite sheet under the assumptions above, a normalizable state with $E=0$ exists at $k$ if and only if $r(k)<1$. It is unique per spin, lives on the $A$ atoms, and has weight
$$w_n=(1-r^2)\,r^{2(n-1)}\tag{2}$$
on chain $n$. Consequently the zero-energy band covers the whole Brillouin zone if and only if $|t_2|>2|t_1|$.

*Proof.* Set $E=0$ in (1). The equations at the $A$ atoms are
$$g b_1=0,\qquad g b_n+t_2b_{n-1}=0\quad(n\ge2).$$
If $g\ne0$, the first gives $b_1=0$, and the others then give $b_2=0$, $b_3=0$, and so on. If $g=0$, the second set reads $t_2b_{n-1}=0$ for every $n\ge2$, which again removes every $b_n$.

The equations at the $B$ atoms give $a_{n+1}=-(g/t_2)a_n$, hence
$$a_n=s^{\,n-1}a_1.$$
There is one free constant, so there is at most one state. Its norm is
$$\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\sum_{n=1}^{\infty}r^{2(n-1)},$$
which is finite if and only if $r<1$, with value $|a_1|^2/(1-r^2)$. Normalization gives (2).

In the zone $\cos(ka/2)$ lies between 0 and 1 and reaches 1 at $k=0$. The largest $r$ is therefore $2|t_1|/|t_2|$. It is below 1 if and only if $|t_2|>2|t_1|$. ∎

The signs of the hoppings affect the sign of $s$, but not the existence of the state. At $k=\pi/a$ the two in-chain paths cancel, $g=0$, and the state sits entirely on the outermost atoms. At $k=0$ the paths add and the state reaches deepest. The condition $|t_2|>2|t_1|$ says that one interchain bond outweighs the two in-chain bonds even when they act together.

**Remark (the other side of the threshold).** At $|t_2|=2|t_1|$ we have $r=\cos(ka/2)$, and $k=0$ alone is lost. For $|t_2|<2|t_1|$ the condition $r<1$ becomes
$$|k|a>2\arccos\frac{|t_2|}{2|t_1|}.$$
With equal hoppings the band starts at $|k|a=2\pi/3$ and fills one third of the zone. With $|t_2|=1.7|t_1|$ it starts at $|k|a=0.353\pi$. As $|t_2|$ grows, the end points move inward and meet at $k=0$ when the ratio reaches 2.

**Remark (the cut matters).** Attach to each $A_1$ one extra orbital $B_0$, at zero energy and with hopping $t_2$. At $E=0$ the equation at $B_0$ gives $a_1=0$, and then all $a_n=0$. The $A$ equations now give $gb_n=-t_2b_{n-1}$ for $n\ge1$. For $0<r<1$ the amplitudes grow by $1/r$ per chain, and for $g=0$ they all vanish. Where $r<1$ no normalizable zero state remains; where $r>1$ the $B$ amplitudes decay instead, and the capped edge carries a zero state there. The theorem thus concerns the stated cut, and bulk hoppings alone do not decide the matter.

## Ribbons of finite width

Take $N$ chains with the same cut on both sides, so that $B_N$ lacks its $t_2$ bond. Write the second equation of (1) as $Eb=Qa$, where
$$(Qa)_n=ga_n+t_2a_{n+1}\ (n<N),\qquad (Qa)_N=ga_N.$$
The first equation is $Ea=Q^Tb$, so $E^2a=Q^TQa$. The levels are $\pm\sigma_j$, where $\sigma_1\le\sigma_2\le\dots$ are the singular values of $Q$.

**Lemma 2 (the near-zero pair).** For $0<r<1$,
$$\sigma_1\le |t_2|\,r^N\sqrt{\frac{1-r^2}{1-r^{2N}}},\tag{3}$$
and for large $N$ at fixed $r$,
$$\sigma_1\simeq|t_2|\,r^N(1-r^2).\tag{4}$$

*Proof.* Since $\sigma_1^2$ is the minimum of $|Qa|^2/|a|^2$, any trial vector gives an upper bound. Use $a_n=s^{n-1}$. Every component of $Qa$ vanishes except the last, whose size is $|g|r^{N-1}=|t_2|r^N$. The squared norm of $a$ is $(1-r^{2N})/(1-r^2)$. This proves (3).

For (4), note that $1/\sigma_1$ is the norm of $Q^{-1}$. Solving $Qa=b$ upward from the last row gives
$$(Q^{-1})_{nm}=\frac{1}{g}\left(-\frac{t_2}{g}\right)^{m-n}=\frac{s^{\,n-m}}{g}\quad(m\ge n),$$
and zero for $m<n$. Let $M_{nm}=s^{n-m}/g$ for all $n,m$. This matrix is a column times a row, so its norm is the product of their lengths:
$$\|M\|=\frac1{|g|}\sqrt{\sum_{n=1}^N r^{2n}\sum_{m=1}^N r^{-2m}}=\frac{1-r^{2N}}{|t_2|\,r^N(1-r^2)}.$$
The last step uses $|g|=|t_2|r$. The difference $M-Q^{-1}$ contains only the diagonals $n-m=j\ge1$, each of norm $r^j/|g|$. Its norm is at most $\sum_{j\ge1}r^j/|g|=1/[|t_2|(1-r)]$. Relative to $\|M\|$ this is at most $r^N(1+r)/(1-r^{2N})$, which vanishes as $N$ grows. Hence $1/\sigma_1\simeq\|M\|$, and dropping $r^{2N}$ gives (4). ∎

At $g=0$ both end atoms are isolated and the pair is at zero.

**Lemma 3 (no other level in the gap).** For $r<1$ and $N\ge2$, $\sigma_2\ge|t_2|-|g|$.

*Proof.* Let $R$ be $Q$ without its last row. Then $RR^T$ has diagonal entries $g^2+t_2^2$ and neighbouring entries $gt_2$. The vectors $\sin(j\pi n/N)$ vanish at $n=0$ and $n=N$, and satisfy $\sin\theta(n-1)+\sin\theta(n+1)=2\cos\theta\sin\theta n$. They are therefore eigenvectors, with eigenvalues
$$g^2+t_2^2+2gt_2\cos(j\pi/N)\ge(|t_2|-|g|)^2,\quad j=1,\dots,N-1.$$
In the space spanned by the two lowest eigenvectors of $QQ^T$ there is a nonzero vector whose last component is zero. Its average of $QQ^T$ is at most $\sigma_2^2$. It is also an average of $RR^T$, hence at least $(|t_2|-|g|)^2$. ∎

The pair $\pm\sigma_1$ itself lies inside the gap whenever the bound (3) is below $|t_2|(1-r)$, which holds for any fixed $r<1$ once $N$ is large enough. A very narrow ribbon with $r$ close to 1 need not satisfy this. The bound grows with $r$ while $1-r$ falls, so when $|t_2|>2|t_1|$ a check at $k=0$ settles every $k$.

**Remark (the marginal ribbon).** At $r=1$ all $2N-1$ bonds have equal magnitude. The levels of such an open chain are $2|t_2|\cos[j\pi/(2N+1)]$, and the smallest positive one, $j=N$, is
$$2|t_2|\sin\frac{\pi}{4N+2}.$$
It falls as $1/N$ instead of exponentially. With $t_1=-1.20$ eV held fixed, $|t_2|=2.40$ eV and $N=46$, it is 0.081 eV.

## The 10 nm ribbon

The example takes rough typical values for phosphorene: $t_1=-1.20$ eV, $t_2=3.70$ eV, $a=0.33$ nm and a chain spacing of 0.22 nm. Each chain is 0.15 nm wide in the plane, so 46 chains span $45\times0.22+0.15=10.05$ nm.

The hopping ratio is $3.70/1.20=3.08$, above 2, so the band spans the zone. At $k=0$,
$$r=\frac{2.40}{3.70}=0.649,\qquad w_1=1-r^2=0.579,\qquad w_2=r^2w_1=0.244.$$
Even the deepest state has 82% of its weight on two chains. Its density falls by a factor $e$ over $0.22/[2\ln(1/0.649)]=0.254$ nm.

Diagonalization gives a largest pair energy of $4.8\times10^{-9}$ eV, as (4) does with $r^{46}=2.25\times10^{-9}$. This explains the opening observation. A ribbon of 12 chains, 2.57 nm wide, has $|E|=0.0119$ eV at $k=0$. Its full splitting, 0.024 eV, is close to the thermal energy of 0.026 eV at 300 K. Interaction between edges therefore matters only in ribbons a few nanometres wide. These numbers hold for the two hoppings; the longer hoppings treated below slow the decay.

A neutral ribbon has one electron per orbital. The levels below the gap are filled, and the two edge bands are half filled. With two hoppings these bands are flat, so their electrons have practically zero velocity. The longer hoppings treated below give the bands a width. In the one-electron model a channel whose bulk is switched off then still has metallic edges, provided the edge is perfectly periodic. A narrow one-dimensional band localizes easily: with the five hoppings below and random outer-site energies within $\pm0.1$ eV, transmission along an 8-chain ribbon falls by a factor $e$ over roughly 4 nm.

## What the two hoppings leave out

**Longer hoppings.** Let $t_4$ join $A_n$ to $A_{n\pm1}$, and likewise for $B$, through two bonds displaced by $\pm a/2$. It adds $2t_4\cos(ka/2)(a_{n-1}+a_{n+1})$ to the equation for $a_n$. Since $\sum a_na_{n+1}/\sum a_n^2=s$, the first-order energy is
$$E=4t_4\cos(ka/2)\,s=-\frac{8t_1t_4}{t_2}\cos^2(ka/2).$$
With the rough value $t_4=-0.10$ eV this is $-0.26$ eV at $k=0$ and zero at $k=\pi/a$.

Two further hoppings join $A$ to $B$: $t_3=-0.20$ eV between $B_n$ and $A_{n+2}$ (two bonds), and $t_5=-0.05$ eV between $A_n$ and $B_{n+1}$ (one bond). Diagonalization with all three added puts the edge level at $-0.29$ eV at $k=0$. With $t_4$ alone the level is at $-0.26$ eV, as first order gives, and with $t_4$ and $t_3$ it is at $-0.28$ eV. The extra 0.03 eV thus comes from $t_3$, mainly, and $t_5$ acting together with $t_4$. With $t_3$ and $t_5$ but without $t_4$, the band stays within $10^{-6}$ eV of zero at the 24 wave numbers sampled, so the width here comes from $t_4$.

The edge band is then 0.29 eV wide, about 11 times the thermal energy at 300 K. Its largest velocity, $|dE/dk|/\hbar$ from finite differences, is $7\times10^6$ cm/s. With these five hoppings it remains detached: the other levels end at $-1.27$ eV below and begin at 0.47 eV above. The ribbon gap between them is 1.74 eV, and it tends to the bulk value $2(t_2+2t_1+2t_3+t_5)=1.70$ eV in wider ribbons, well below the two-hopping value of 2.60 eV. The edge state also reaches deeper: at $k=0$ its density decay length rises from 0.254 to about 0.35 nm, the weight on the first two chains falls from 82% to 73%, and the splitting in the 12-chain ribbon rises from 0.024 to 0.064 eV.

The width, velocity and detachment belong to this five-hopping set. It omits the hopping $t'$ between like atoms one period $a$ apart along a chain, which are closer together than the partners of $t_3$, $t_4$ and $t_5$. Such a term adds $2t'\cos ka$ to every level, so $t'=-0.1$ eV widens the edge band to 0.69 eV. A ten-hopping fit to phosphorene with $t_1=-1.49$, $t_2=3.73$ and $t'\approx-0.25$ eV has a bulk gap of 1.84 eV. It gives an edge band about 1.0 eV wide, with a largest velocity near $2.6\times10^7$ cm/s, whose top reaches the bottom of the conduction band.

**Edge potential and gate field.** A potential $V$ on the outermost atoms shifts the band by $Vw_1=V(1-r^2)$ to first order. For an illustrative $V=0.20$ eV, the shift is 0.12 eV at $k=0$ and 0.20 eV at $k=\pi/a$. A perpendicular field $F$ gives alternate chains energies $\pm eFh/2$, where $h=0.21$ nm is their height difference. Summing (2) with alternating signs gives
$$\Delta E=\pm\frac{eFh}{2}\,\frac{1-r^2}{1+r^2}.$$
An unscreened 1 MV/cm moves the levels by 0.004 eV at $k=0$, with opposite signs at the two edges because 46 is even.

**Repulsion.** Suppose an on-site repulsion $U$ and an edge band filled completely with one spin. In mean field the spin splitting is $\Delta(k)=U\sum_n\overline{w_n}\,w_n(k)$, where the bar is a zone average. Because $\cos^2(ka/2)$ averages to $1/2$, $\overline{w_1}=1-2t_1^2/t_2^2=0.790$. For an assumed $U=1$ eV, $\Delta$ is 0.50 eV at $k=0$ and 0.79 eV at $k=\pi/a$. Both exceed the 0.29 eV bandwidth. These values use the two-hopping weights. A self-consistent mean field with all five hoppings, for 20 chains with parallel edge spins, gives 0.43 and 0.80 eV and a gap of 0.33 eV between the spin bands; for $U=0.5$ eV that gap shrinks to about 0.01 eV. Repulsion of this size can therefore split a band 0.29 eV wide by spin, and the metallic edge of the one-electron model is not assured. For the 1.0 eV band of the ten-hopping fit the same mean field gives no moment at $U=1$ eV and a gap of about 0.15 eV at $U=2$ eV. This estimate does not establish the ground state.

**Real ribbons.** The hoppings are typical of models fitted to phosphorene, and their ratio is above the threshold: at fixed $t_1$, $|t_2|$ would have to fall from 3.70 to 2.40 eV in the two-hopping model. With $t_3$, $t_4$ and $t_5$ included, the gap at $k=0$ closes and the edge state there is lost already at $t_2=2|t_1|+2|t_3|+|t_5|=2.85$ eV. The band ceases to be detached earlier, at $t_2\approx3.25$ eV, where the conduction bottom $4t_4+t_2-2.85$ eV falls to the edge level $E=0$ at $k=\pi/a$. The less secure assumption is the bare, unreconstructed edge. Phosphorene reacts with air, and bonded atoms can saturate the cut bonds. In the ideal case of the capping remark, applied to both edges of 44 complete chains, the lowest $|E|$ at $k=0$ rises from nearly zero to 1.31 eV with two hoppings; with all five, the levels nearest the gap lie at $-1.27$ and 0.47 eV. A real capping atom has its own level and hopping, so these numbers show the scale of the change and do not predict a passivated device. A cap can leave levels in the gap: with two hoppings, a cap level of $-5$ eV and a cap hopping of 2 eV leave edge levels between 0.42 and 0.70 eV. A transistor channel with smooth edges needs a saturation that clears the gap, or another means of removing or localizing the edge levels, if its off state is not to depend on them.

Numerical values quoted here were computed with a short program.
